# Self-Consistent Harmonic Frequency of a Quartic Double-Well Phonon at Finite Temperature: a program that tests the result

```python
"""Self-consistent harmonic frequency of a quartic double-well phonon.

Result under test: for H = p^2/(2M) - a q^2/2 + b q^4/4 the best centred
harmonic trial system in the Gibbs-Bogoliubov bound has frequency W with
    M W^2 = -a + 3 b s,   s = coth(W/(2kT)) / (2 M W),   hbar = 1.
Symbols: M mass, a and b potential constants, q coordinate, W trial
frequency, c trial centre, s mean-square fluctuation, kT thermal energy.
Displaced trial systems (c > 0) obey M W^2 = 2a - 6 b s = 2 b c^2.
Hartree atomic units are used inside; temperatures are given in kelvin.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize_scalar

K_B = physical_constants["kelvin-hartree relationship"][0]
TO_CM = physical_constants["hartree-inverse meter relationship"][0] / 100

MASS = 30000.0
WELL = 0.5
BARRIER = 0.001
A = 4 * BARRIER / WELL**2
B = 4 * BARRIER / WELL**4
W_BARE = np.sqrt(A / MASS)      # modulus of the imaginary bare frequency
LEVELS = np.arange(3000)


def trial_bound(freq, centre, kT):
    """Bound from explicit level sums and ladder matrix elements."""
    n = LEVELS
    if kT == 0:
        weight = (n == 0).astype(float)
        free0 = freq / 2
    else:
        boltz = np.exp(-freq * n / kT)
        weight = boltz / boltz.sum()
        free0 = freq / 2 - kT * np.log(boltz.sum())
    unit = 1 / (2 * MASS * freq)
    up_sq, down_sq = (n + 1) * unit, n * unit
    x2 = up_sq + down_sq
    q2 = centre**2 + x2
    # squared norm of q^2|n>: sum over its five components
    q4 = (q2**2 + 4 * centre**2 * (up_sq + down_sq)
          + ((n + 1) * (n + 2) + n * (n - 1.0)) * unit**2)
    change = -A * q2 / 2 + B * q4 / 4 - MASS * freq**2 * x2 / 2
    return free0 + weight @ change


def best_at_centre(centre, kT):
    """Direct minimization of the bound over the frequency."""
    res = minimize_scalar(
        lambda y: trial_bound(y * W_BARE, centre, kT) / BARRIER,
        bounds=(0.15, 2.5), method="bounded", options={"xatol": 1e-10})
    return res.x * W_BARE, res.fun * BARRIER


def spread(freq, kT):
    if kT == 0:
        return 1 / (2 * MASS * freq)
    return 1 / (2 * MASS * freq * np.tanh(freq / (2 * kT)))


def closed_bound(freq, centre, kT):
    s = spread(freq, kT)
    free0 = freq / 2
    if kT > 0:
        free0 += kT * np.log1p(-np.exp(-freq / kT))
    c2 = centre**2
    return (free0 - A * (c2 + s) / 2
            + B * (c2**2 + 6 * c2 * s + 3 * s**2) / 4
            - MASS * freq**2 * s / 2)


def gap_root(kT):
    return brentq(lambda w: MASS * w**2 + A - 3 * B * spread(w, kT),
                  1e-6, 1.0, xtol=1e-16, rtol=1e-13)


def displaced_roots(kT):
    """Frequencies and centres of the barrier and the displaced minimum."""
    def func(w):
        return MASS * w**2 + 6 * B * spread(w, kT) - 2 * A
    top = np.sqrt(2 * A / MASS)
    low = minimize_scalar(lambda y: func(y * top), bounds=(0.01, 1),
                          method="bounded").x * top
    small = brentq(func, 1e-6, low, xtol=1e-16, rtol=1e-13)
    large = brentq(func, low, top, xtol=1e-16, rtol=1e-13)
    factor = np.sqrt(MASS / (2 * B))
    return small, small * factor, large, large * factor


def branch_end(mass):
    """Largest kT with a displaced solution, and its frequency."""
    bare = np.sqrt(A / mass)

    def thermal(y):
        w = y * bare
        s = (2 * A - mass * w**2) / (6 * B)
        return w / (2 * np.arctanh(1 / (2 * mass * w * s)))
    res = minimize_scalar(lambda y: -thermal(y) / BARRIER,
                          bounds=(0.6, 1.2), method="bounded",
                          options={"xatol": 1e-9})
    return -res.fun * BARRIER, res.x * bare


def grid_solution(points, force=0.0):
    """Levels, mean q and mean q^2 on a sinc grid."""
    q = np.linspace(-1.8, 1.8, points)
    step = q[1] - q[0]
    diff = np.subtract.outer(np.arange(points), np.arange(points))
    safe = np.where(diff == 0, 1, diff)
    kin = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
    kin = kin * np.where(diff % 2 == 0, 1, -1) / (2 * MASS * step**2)
    pot = -A * q**2 / 2 + B * q**4 / 4 - force * q
    energy, vec = np.linalg.eigh(kin + np.diag(pot))
    return energy, q @ vec**2, q**2 @ vec**2


def thermal_weights(energy, kT):
    if kT == 0:
        return (np.arange(len(energy)) == 0).astype(float), energy[0]
    boltz = np.exp(-(energy - energy[0]) / kT)
    return boltz / boltz.sum(), energy[0] - kT * np.log(boltz.sum())


# ---- numerical solution of the full Hamiltonian -------------------------
levels, _, square = grid_solution(161)
levels_fine, _, _ = grid_solution(201)
assert np.allclose(levels[:12], levels_fine[:12], rtol=0, atol=1e-9)
FORCE = 1e-6
levels_f, mean_f, _ = grid_solution(161, FORCE)


def reference(kT):
    weight, free = thermal_weights(levels, kT)
    weight_f, _ = thermal_weights(levels_f, kT)
    stiffness = FORCE / (weight_f @ mean_f)
    return free, weight @ square, np.sqrt(stiffness / MASS)


# ---- the bound, its closed form and the centred frequency ---------------
temps = [0, 100, 200, 300, 600, 1200]
table = []
for temp in temps:
    kT = K_B * temp
    free, q2_ref, w_static = reference(kT)
    for y in (0.3, 0.7, 1.2):
        for c in (0.0, 0.5 * WELL, 0.9 * WELL):
            direct = trial_bound(y * W_BARE, c, kT)
            assert direct > free
            assert abs(direct - closed_bound(y * W_BARE, c, kT)) < 1e-10
    w_direct, f_direct = best_at_centre(0.0, kT)
    w_gap = gap_root(kT)
    assert abs(w_direct / w_gap - 1) < 1e-5
    assert f_direct > free
    scan = [trial_bound(y * W_BARE, 0.0, kT)
            for y in np.linspace(0.15, 2.5, 200)]
    signs = np.sign(np.diff(scan))
    assert np.count_nonzero(np.diff(signs)) == 1 and signs[0] < 0
    table.append((temp, w_gap, spread(w_gap, kT), f_direct,
                  free, q2_ref, w_static, w_direct))
assert np.all(np.diff([row[7] for row in table]) > 0)

# ---- limits -------------------------------------------------------------
cubic = np.roots([1, 0, A / MASS / W_BARE**2,
                  -1.5 * B / MASS**2 / W_BARE**3])
real_root = cubic[np.abs(cubic.imag) < 1e-9].real[0] * W_BARE
assert abs(real_root / best_at_centre(0.0, 0)[0] - 1) < 1e-5


def classical_frequency(kT):
    return np.sqrt((-A + np.sqrt(A**2 + 12 * B * kT)) / (2 * MASS))


hot = 3000 * K_B
assert abs(classical_frequency(hot) / best_at_centre(0, hot)[0] - 1) < 2e-3
very_hot = 1e7 * K_B
power_law = (3 * B * very_hot / MASS**2) ** 0.25
assert abs(power_law / gap_root(very_hot) - 1) < 3e-3

# ---- curvature of the reduced free energy at the centre -----------------
kT300 = 300 * K_B
w300 = gap_root(kT300)
h = 0.01 * WELL
curvature = (best_at_centre(h, kT300)[1] + best_at_centre(-h, kT300)[1]
             - 2 * best_at_centre(0, kT300)[1]) / h**2
assert abs(curvature / (MASS * w300**2) - 1) < 1e-3

# ---- partial fractions used for convexity of the fluctuation ------------
n_sum = np.arange(1, 200001)
series = kT300 / MASS * (1 / w300**2 + 2 * np.sum(
    1 / (w300**2 + (2 * np.pi * n_sum * kT300)**2)))
assert abs(series / spread(w300, kT300) - 1) < 1e-5

# ---- displaced solutions ------------------------------------------------
def direct_displaced(kT, low, high, sign):
    res = minimize_scalar(
        lambda y: sign * best_at_centre(y * WELL, kT)[1] / BARRIER,
        bounds=(low, high), method="bounded", options={"xatol": 1e-9})
    centre = res.x * WELL
    return centre, *best_at_centre(centre, kT)


kT100 = 100 * K_B
w_bar, c_bar, w_dis, c_dis = displaced_roots(kT100)
c_num, w_num, f_num = direct_displaced(kT100, 0.6, 1.1, 1)
assert abs(c_num / c_dis - 1) < 2e-5 and abs(w_num / w_dis - 1) < 2e-5
c_num, w_num, _ = direct_displaced(kT100, 0.02, 0.7, -1)
assert abs(c_num / c_bar - 1) < 2e-5 and abs(w_num / w_bar - 1) < 2e-5

kT_end, w_end = branch_end(MASS)
for ratio, expected in ((0.97, 2), (1.03, 0)):
    scan = [best_at_centre(y * WELL, ratio * kT_end)[1]
            for y in np.arange(0.01, 1.2, 0.01)]
    turns = np.count_nonzero(np.diff(np.sign(np.diff(scan))))
    assert turns == expected
assert abs(branch_end(1e5 * MASS)[0] / (2 * BARRIER / 3) - 1) < 1e-3


def advantage(kT):
    """Centred minus displaced closed free energy."""
    _, _, w, c = displaced_roots(kT)
    return closed_bound(gap_root(kT), 0, kT) - closed_bound(w, c, kT)


kT_jump = brentq(advantage, 20 * K_B, 0.999 * kT_end, xtol=1e-13)
for shift, sign in ((-K_B, 1), (K_B, -1)):
    kT = kT_jump + shift
    c_near = displaced_roots(kT)[3] / WELL
    f_dis = direct_displaced(kT, c_near - 0.05, c_near + 0.05, 1)[2]
    assert sign * (best_at_centre(0, kT)[1] - f_dis) > 0

# ---- printed numbers ----------------------------------------------------
print("INPUT AND POTENTIAL")
print(f"mass M = {MASS:.0f} electron masses")
print(f"well position d = {WELL:.2f} bohr")
print(f"barrier = {1e3 * BARRIER:.3f} mHa")
print(f"a = {A:.6f} Ha/bohr^2")
print(f"b = {B:.6f} Ha/bohr^4")
print(f"bare imaginary frequency, modulus = {1e3 * W_BARE:.4f} mHa")
print(f"  the same = {W_BARE * TO_CM:.1f} cm^-1")
print("CENTRED SOLUTION AT 300 K")
s300 = spread(w300, kT300)
print(f"kT = {1e3 * kT300:.5f} mHa")
print(f"W = {1e3 * w300:.5f} mHa = {w300 * TO_CM:.2f} cm^-1")
print(f"W/(2kT) = {w300 / (2 * kT300):.5f} (no unit)")
print(f"coth(W/(2kT)) = {1 / np.tanh(w300 / (2 * kT300)):.5f} (no unit)")
print(f"s = {s300:.6f} bohr^2")
print(f"3 b s = {3 * B * s300:.7f} Ha/bohr^2")
print(f"M W^2 = {MASS * w300**2:.7f} Ha/bohr^2")
print(f"numerical curvature at c=0 = {curvature:.7f} Ha/bohr^2")
print(f"classical W = {1e3 * classical_frequency(kT300):.5f} mHa")
print("CENTRED TRIAL (W, s, bound) AND GRID REFERENCE (F, q2, Wstat)")
print("T/K  W/mHa  s/bohr^2  bound/mHa  F/mHa  q2/bohr^2  Wstat/mHa")
for temp, w, s, bound, free, q2, ws, _ in table:
    print(f"{temp:4d} {1e3*w:.4f} {s:.5f} {1e3*bound:.5f} "
          f"{1e3*free:.5f} {q2:.5f} {1e3*ws:.4f}")
print(f"W at 0 K = {table[0][1] * TO_CM:.2f} cm^-1")
print(f"W at 1200 K = {table[-1][1] * TO_CM:.2f} cm^-1")
print(f"grid lowest excitation E1-E0 = {1e3*(levels[1]-levels[0]):.5f} mHa")
print(f"grid next excitation E2-E0 = {1e3*(levels[2]-levels[0]):.5f} mHa")
print("DISPLACED SOLUTIONS")
for temp in (0, 100):
    kT = K_B * temp
    wb, cb, wd, cd = displaced_roots(kT)
    print(f"{temp} K minimum: W = {1e3*wd:.5f} mHa, c = {cd:.5f} bohr")
    print(f"{temp} K minimum: bound = {1e3*closed_bound(wd, cd, kT):.5f} mHa")
    print(f"{temp} K barrier: W = {1e3*wb:.5f} mHa, c = {cb:.5f} bohr")
print(f"end of displaced branch: T = {kT_end / K_B:.2f} K")
print(f"  frequency there = {1e3 * w_end:.4f} mHa")
print(f"classical end of branch: T = {2 * BARRIER / 3 / K_B:.2f} K")
print("ARTIFICIAL JUMP")
_, _, wj, cj = displaced_roots(kT_jump)
print(f"equal free energies at T = {kT_jump / K_B:.2f} K")
print(f"displaced W = {1e3 * wj:.4f} mHa, c = {cj:.4f} bohr")
print(f"centred W = {1e3 * gap_root(kT_jump):.4f} mHa")
print(f"common bound = {1e3 * closed_bound(wj, cj, kT_jump):.5f} mHa")
print(f"grid free energy there = {1e3 * reference(kT_jump)[0]:.5f} mHa")
print("finished without a failed check")
```

Output:

```
INPUT AND POTENTIAL
mass M = 30000 electron masses
well position d = 0.50 bohr
barrier = 1.000 mHa
a = 0.016000 Ha/bohr^2
b = 0.064000 Ha/bohr^4
bare imaginary frequency, modulus = 0.7303 mHa
  the same = 160.3 cm^-1
CENTRED SOLUTION AT 300 K
kT = 0.95004 mHa
W = 0.51108 mHa = 112.17 cm^-1
W/(2kT) = 0.26898 (no unit)
coth(W/(2kT)) = 3.80698 (no unit)
s = 0.124147 bohr^2
3 b s = 0.0238362 Ha/bohr^2
M W^2 = 0.0078362 Ha/bohr^2
numerical curvature at c=0 = 0.0078352 Ha/bohr^2
classical W = 0.50654 mHa
CENTRED TRIAL (W, s, bound) AND GRID REFERENCE (F, q2, Wstat)
T/K  W/mHa  s/bohr^2  bound/mHa  F/mHa  q2/bohr^2  Wstat/mHa
   0 0.1876 0.08883 -0.28498 -0.53843 0.20077 0.0500
 100 0.3377 0.10116 -0.45591 -0.77235 0.20609 0.2308
 200 0.4397 0.11354 -0.83728 -1.15858 0.20208 0.3267
 300 0.5111 0.12415 -1.31737 -1.65135 0.20404 0.3968
 600 0.6531 0.14997 -3.09952 -3.49015 0.22035 0.5379
1200 0.8210 0.18866 -7.52384 -8.04087 0.25658 0.7036
W at 0 K = 41.18 cm^-1
W at 1200 K = 180.19 cm^-1
grid lowest excitation E1-E0 = 0.02845 mHa
grid next excitation E2-E0 = 0.65769 mHa
DISPLACED SOLUTIONS
0 K minimum: W = 0.91264 mHa, c = 0.44183 bohr
0 K minimum: bound = -0.51166 mHa
0 K barrier: W = 0.20850 mHa, c = 0.10094 bohr
100 K minimum: W = 0.89302 mHa, c = 0.43233 bohr
100 K minimum: bound = -0.53050 mHa
100 K barrier: W = 0.41476 mHa, c = 0.20079 bohr
end of displaced branch: T = 188.13 K
  frequency there = 0.7105 mHa
classical end of branch: T = 210.52 K
ARTIFICIAL JUMP
equal free energies at T = 132.34 K
displaced W = 0.8651 mHa, c = 0.4188 bohr
centred W = 0.3759 mHa
common bound = -0.56497 mHa
grid free energy there = -0.88222 mHa
finished without a failed check
```
